\section*{Series resistance and the sign of a capacitance transient}

\section{Problem}

A reverse-biased diode is modelled as a junction capacitance $C$ with a leakage conductance $G$ across it, in series with a constant, lumped resistance $R$. A meter applies a small voltage of angular frequency $\omega$ and interprets the terminal admittance $Y$ as a conductance $G_m$ in parallel with a capacitance $C_m$:
\begin{equation}
Y=G_m+i\omega C_m ,
\label{eq:meter}
\end{equation}
where phasors carry the time factor $e^{+i\omega t}$. This is the parallel mode. After a filling pulse, traps emit carriers and $C$ relaxes slowly to its final value of 100 pF. The test frequency is 1 MHz.

\begin{enumerate}
\item Find $C_m$ in terms of $C$, $G$, $R$ and $\omega$.
\item For $G=0$, show that a small change of $C$ is read with reversed sign when $R$ exceeds about 1.6 k$\Omega$. Where is the reversed response strongest?
\item How do a finite change of $C$ and a non-zero $G$ alter the condition?
\item Suppose that 100 pF is the meter's reading and not the true capacitance. What follows?
\item How can the true sign be recovered from $G_m$ and $C_m$?
\item Let $C$ rise from 99.5 to 100 pF with a time constant of 10 ms, and let $R=2$ k$\Omega$. Find the change of the reading, and judge the model for a silicon diode.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Add the impedances of $R$ and of the junction, invert the sum, and make the denominator real.
\item Use the dimensionless variable $x=\omega RC$. Differentiate with respect to $C$ at fixed $R$ and $\omega$.
\item For a finite change, subtract the two readings before approximating anything. The difference $C_2-C_1$ is a factor.
\item At fixed $R$, ask how large the reading can become as $C$ varies.
\item A series resistance adds to the real part of the impedance. Look at the imaginary part.
\item Compare the relaxation time with $RC$ and $1/\omega$ before using a static formula.
\end{enumerate}

\section{Solution}

\subsection{The reading}

The junction admittance is $Y_j=G+i\omega C$. The total impedance is $R+1/Y_j$, so
\begin{equation}
Y=\frac{1}{R+1/Y_j}=\frac{Y_j}{1+RY_j}
=\frac{G+i\omega C}{1+RG+i\omega RC}.
\label{eq:Y}
\end{equation}
Multiplying numerator and denominator by $1+RG-i\omega RC$ gives the real denominator $D=(1+RG)^2+(\omega RC)^2$. The imaginary part of the numerator is
\begin{equation}
\omega C(1+RG)-G\,\omega RC=\omega C ,
\end{equation}
because the two terms in $RG$ cancel. The real part is $G(1+RG)+\omega^2RC^2$. Comparison with Eq.~\eqref{eq:meter} yields
\begin{equation}
C_m=\frac{C}{(1+RG)^2+(\omega RC)^2},\qquad
G_m=\frac{G(1+RG)+\omega^2RC^2}{(1+RG)^2+(\omega RC)^2}.
\label{eq:Cm}
\end{equation}

\subsection{The reversal}

With $G=0$ the reading is $C_m=C/(1+x^2)$. Since $C\,dx/dC=x$, the quotient rule gives
\begin{equation}
F(x)\equiv\frac{dC_m}{dC}
=\frac{(1+x^2)-2x^2}{(1+x^2)^2}
=\frac{1-x^2}{(1+x^2)^2}.
\label{eq:F}
\end{equation}
The denominator is positive, so the sign is that of $1-x^2$. The response is reversed when $x>1$, that is, when
\begin{equation}
R>\frac{1}{\omega C}
=\frac{1}{(6.2832\times10^{6}\ \mathrm{s^{-1}})(100\times10^{-12}\ \mathrm{F})}
=1.59\ \mathrm{k\Omega}.
\label{eq:threshold}
\end{equation}

The two limits show what happens. For $x\ll1$ nearly all the applied voltage lies across the junction, and $C_m\approx C$. For $x\gg1$ the resistor limits the current, and $C_m\approx1/(\omega^2R^2C)$: a larger junction capacitance now gives a smaller reading.

The threshold also has a phase interpretation. Differentiating Eq.~\eqref{eq:Y} gives
\begin{equation}
\frac{dY}{dY_j}=\frac{(1+RY_j)-RY_j}{(1+RY_j)^2}=\frac{1}{(1+RY_j)^2}.
\label{eq:general}
\end{equation}
For $G=0$ a change $i\omega\,dC$ of the junction admittance is therefore rotated by $-2\arctan x$. At $x=1$ the rotation is $-90^\circ$, and to first order the whole change appears in $G_m$. The transient has left the capacitance channel but not the admittance.

To find the strongest reversed response, put $u=x^2$:
\begin{equation}
\frac{dF}{du}=\frac{-(1+u)-2(1-u)}{(1+u)^3}=\frac{u-3}{(1+u)^3}.
\end{equation}
The minimum is at $u=3$, or $x=\sqrt3$, where $F=(1-3)/4^2=-1/8$. For 100 pF and 1 MHz this is at $R=2.76$ k$\Omega$. The reversed signal is thus at most one eighth of the true one in the small-change limit. Far beyond the minimum, for $x\gg1$, $F$ fades as $-1/x^2$.

\subsection{Finite change and leakage}

Let $C$ go from $C_1$ to $C_2$ and write $k=\omega^2R^2$. For $G=0$,
\begin{align}
C_{m2}-C_{m1}
&=\frac{C_2(1+kC_1^2)-C_1(1+kC_2^2)}{(1+kC_1^2)(1+kC_2^2)}\nonumber\\
&=\frac{(C_2-C_1)(1-kC_1C_2)}{(1+kC_1^2)(1+kC_2^2)} .
\label{eq:finite}
\end{align}
The second line uses $kC_2C_1^2-kC_1C_2^2=-kC_1C_2(C_2-C_1)$. The end-to-end change reverses at $R=1/(\omega\sqrt{C_1C_2})$, which is 1595.5 $\Omega$ for 99.5 and 100 pF. Between $1/(\omega C_2)=1591.5\ \Omega$ and $1/(\omega C_1)=1599.5\ \Omega$ the peak of $C_m(C)$, at $C=1/(\omega R)$, lies inside the range swept by the transient. The reading then first rises and afterwards falls, although $C$ rises throughout.

With leakage, put $a=1+RG$ in Eq.~\eqref{eq:Cm}. At fixed $G$,
\begin{equation}
\frac{dC_m}{dC}=\frac{a^2-(\omega RC)^2}{[a^2+(\omega RC)^2]^2}.
\end{equation}
Since $a$ and $\omega RC$ are positive, reversal requires $\omega RC>1+RG$, or
\begin{equation}
R(\omega C-G)>1 .
\label{eq:leak}
\end{equation}
For $G<\omega C$ the threshold is $R=1/(\omega C-G)$. For $G\ge\omega C$ the left side cannot be positive, and no value of $R$ reverses the sign. Here $\omega C=628\ \mu$S. If $C$ is still 100 pF at the bias that remains across the junction, a leakage of 200 $\mu$S raises the threshold to 2.33 k$\Omega$.

\subsection{When 100 pF is the reading}

At the threshold a true capacitance of 100 pF is read as $100/(1+1)=50$ pF, so it matters which quantity is meant. At fixed $R$ and $G=0$, Eq.~\eqref{eq:F} shows that $C_m$ is largest at $C=1/(\omega R)$, where it equals $1/(2\omega R)$. A reading of 100 pF therefore requires
\begin{equation}
R\le\frac{1}{2\omega(100\ \mathrm{pF})}=796\ \Omega .
\end{equation}
To see which values of $C$ can give the reading, solve $C_m(1+\omega^2R^2C^2)=C$ for $C$:
\begin{equation}
C=\frac{1\pm\sqrt{1-4\omega^2R^2C_m^2}}{2\omega^2R^2C_m}.
\end{equation}
At $R=796\ \Omega$ the two roots merge at 200 pF. At smaller $R$ they are distinct. Their product is $1/(\omega R)^2$, so one lies below $1/(\omega R)$ and has the normal sign, while the other lies above it and has the reversed sign. The figure of 1.6 k$\Omega$ thus belongs to a true capacitance of 100 pF, and the reading alone does not tell which branch applies.

\subsection{Recovering the sign}

The imaginary part of $1/Y$ does not contain $R$. From Eq.~\eqref{eq:meter},
\begin{equation}
\operatorname{Im}\frac1Y=-\frac{\omega C_m}{G_m^2+\omega^2C_m^2}.
\end{equation}
Equating this to $-1/(\omega C_s)$ defines the series capacitance
\begin{equation}
C_s=\frac{G_m^2+\omega^2C_m^2}{\omega^2C_m}.
\label{eq:series}
\end{equation}
For $G=0$ the junction impedance is $1/(i\omega C)$, so $C_s=C$ for any $R$. With leakage, the imaginary part of $1/Y_j$ is $-\omega C/(G^2+\omega^2C^2)$, and hence $C_s=C+G^2/(\omega^2C)$. Its slope at fixed $G$ is $1-(G/\omega C)^2$, which has the right sign as long as $G<\omega C$. The method needs both channels, and the value of $C_s$ also depends on a correct phase setting.

\subsection{Numbers for a 2 k$\Omega$ resistance}

The static formulas apply if the transient is slow. Here $RC=0.2\ \mu$s and $1/\omega=0.16\ \mu$s, both far below 10 ms. With $x=\omega RC=1.2566$ and $x^2=1.579$,
\begin{equation}
F=\frac{1-1.579}{(2.579)^2}=-0.0871 .
\end{equation}
Multiplying by the true change of 500 fF gives about $-43.5$ fF. The finite formula, Eq.~\eqref{eq:finite}, gives $-43.2$ fF. Other resistances, at the same frequency and the same true change, give the following values.

\begin{center}
\begin{tabular}{rrrr}
$R$ ($\Omega$) & $x$ & final $C_m$ (pF) & change (fF)\\
100 & 0.063 & 99.6 & $+494.1$\\
1000 & 0.628 & 71.7 & $+156.5$\\
1592 & 1.000 & 50.0 & $+0.6$\\
2000 & 1.257 & 38.8 & $-43.2$\\
2757 & 1.732 & 25.0 & $-62.5$\\
5000 & 3.142 & 9.2 & $-37.7$
\end{tabular}
\end{center}

The small positive entry at the threshold is the second-order remainder in Eq.~\eqref{eq:finite}: with $kC_2^2=1$ the bracket is $1-C_1/C_2=0.005$, the denominator is close to 4, and $500\times0.005/4\approx0.6$ fF.

The effect of a finite relaxation rate can be seen by making the transient a hundred times faster. For $G=0$ the junction charge $q$ obeys
\begin{equation}
\frac{dq}{dt}=\frac1R\left[V\cos\omega t-\frac{q}{C(t)}\right],
\end{equation}
since the right side is the current through $R$. This equation was integrated by a Runge--Kutta method for $R=2$ k$\Omega$ and a relaxation time of 100 $\mu$s. The current was then multiplied by $2e^{-i\omega t}$ and averaged over each period, which gives $VY$. While $C$ rose from 99.500 to 99.932 pF, $C_m$ fell from 38.816 to 38.779 pF and $G_m$ rose from 304.9 to 306.0 $\mu$S. Equation~\eqref{eq:series} turned these readings back into a rise from 99.500 to 99.932 pF. The largest departure of $C_m$ from the static formula was 0.15\% of the total change of $C_m$. This figure is not the lag alone: while the amplitude drifts, a one-period average also passes a small term at $2\omega$, whose sign depends on where the window starts. Shifting the start by a fraction of a period moves the departure between about 0.1\% and 0.6\%, and without that term it stays below 0.4\%.

\subsection{The model beside a silicon diode}

Take a one-sided silicon junction with uniform n-type doping $N=10^{15}$ cm$^{-3}$, a built-in potential of 0.6 V, a reverse bias of 5 V and a temperature of 300 K. These are rough values. A built-in potential of 0.6 V suits a Schottky contact; a p$^+$n junction at this doping has 0.7 to 0.8 V, which widens the depletion layer found below by 1 to 2\%. When electron traps in the depleted n-type region emit, its net positive charge grows, the depletion layer narrows at fixed bias, and $C$ rises. A reversed reading would therefore suggest minority-carrier emission. With relative permittivity 11.7 and total barrier $U=5.6$ V, the depletion width is
\begin{equation}
W=\sqrt{\frac{2\varepsilon U}{eN}}=2.69\ \mathrm{\mu m},
\end{equation}
and $A=CW/\varepsilon=2.60$ mm$^2$ gives 100 pF. The peak field $2U/W$ is 0.042 MV/cm, well below a rough breakdown field of 0.3 MV/cm.

For fully ionized donors, a mobility of 1350 cm$^2$/Vs and a wafer 500 $\mu$m thick, the undepleted silicon contributes about 9 $\Omega$ if the current flows straight through it, and less if the current spreads sideways. The 2 k$\Omega$ of the example is thus far from the bulk value of this diode; it represents a resistor placed in series. In a diode cooled until its carriers freeze out, the bulk resistance can rise greatly, and $R$ and $C$ must be taken at the temperature of the measurement.

The neglected effects are small for these numbers. A constant leakage of 1 $\mu$S moves the threshold to 1594 $\Omega$ and the change at 2 k$\Omega$ to $-42.8$ fF. A stray 0.2 pF across the resistor moves them to 1595 $\Omega$ and $-42.5$ fF. If the leakage is ohmic, its 5 $\mu$A takes 10 mV from the bias, which raises $C$ by a constant 89 fF. A leakage that varies during the transient is not negligible: at 2 k$\Omega$ a change of $G$ by 1 $\mu$S alone moves the reading by $-60$ fF, and a rise of $G$ from 1.0 to 1.1 $\mu$S turns $-42.8$ fF into $-48.8$ fF. As the depletion layer narrows, the bulk resistance grows slightly, which alters the reading by only $-0.006$ fF. Traps that relax with $\tau=10$ ms hardly follow the test signal: their response at the test frequency is only about $1/(\omega\tau)=1.6\times10^{-5}$ of its static value.

For a sinusoidal junction voltage of amplitude $v$, the depletion charge varies as $\sqrt{1+\epsilon\cos\theta}$ with $\epsilon=v/U$. Its linear term is $(\epsilon/2)\cos\theta$, and its cubic term $(\epsilon^3/16)\cos^3\theta$ adds $(3\epsilon^3/64)\cos\theta$ at the test frequency. The relative error of $C$ is therefore $3\epsilon^2/32$, or $7.5\times10^{-6}$ for 50 mV across the junction. With a series resistance the junction voltage also contains harmonics; they change the numerical factor but not the order $\epsilon^2$.

The sign itself depends on the assumption that $R$ is lumped and purely resistive. The two variations remove its two parts in turn.

\section{Variation 1: a capacitance across the resistance}

\textbf{Question.} A fixed capacitance $C_p=pC$ lies across $R$, and $G=0$. When does the sign reverse?

\textbf{Solution.} The series impedance is $Z=R/(1+ipx)$. Equation~\eqref{eq:general} holds with $R$ replaced by $Z$, so $dC_m/dC=\operatorname{Re}[(1+i\omega CZ)^{-2}]$. Here
\begin{equation}
1+i\omega CZ=1+\frac{ix(1-ipx)}{1+p^2x^2}
=\frac{1+p^2x^2+px^2+ix}{1+p^2x^2}\equiv\alpha+i\beta .
\end{equation}
Because $\operatorname{Re}[(\alpha+i\beta)^{-2}]=(\alpha^2-\beta^2)/(\alpha^2+\beta^2)^2$ and both $\alpha$ and $\beta$ are positive, reversal means $\beta>\alpha$:
\begin{equation}
p(1+p)x^2-x+1<0 .
\label{eq:window}
\end{equation}
This needs a positive discriminant, $1-4p(1+p)>0$, hence $p<(\sqrt2-1)/2=0.207$. For $0<p<0.207$ the reversal occupies a finite window of $R$. With $p=0.1$ it runs from $x=1.14$ to $7.95$, or from 1.8 to 12.6 k$\Omega$ for our diode. Far above the window, where $px\gg1$, $C_p$ carries most of the current past $R$, and the circuit approaches two capacitances in series, whose reading rises with $C$. If $C_p$ exceeds 20.7 pF, no value of $R$ reverses the sign.

This bears on a rectifying back contact, modelled as a resistance across its own depletion capacitance. If its area is at least that of the diode, its doping is the same and its barrier is below 5.6 V, its depletion layer is thinner than $W$. Its capacitance then exceeds 100 pF, so $p>1$, and with $G=0$ it cannot reverse the reading of a change of $C$ by this small-signal mechanism. The model holds the bias across each element fixed. A real blocking contact takes part of the voltage step at the end of the pulse and gives it back with a time constant of about $R(C+C_p)$, during which the reading falls even without traps. An inverted transient can therefore still come from a back contact.

\section{Variation 2: resistance spread under the junction}

\textbf{Question.} The resistance belongs to a uniform film under the junction, contacted along one edge. Its end-to-end resistance is $R$, the total junction capacitance is $C$, and $G=0$. Does a uniform change of $C$ at fixed $R$ ever reverse?

\textbf{Solution.} Let $\eta$ run from 0 at the contact to 1 at the far edge. Ohm's law and charge conservation read
\begin{equation}
\frac{dV}{d\eta}=-RI,\qquad \frac{dI}{d\eta}=-i\omega C\,V ,
\end{equation}
so $V''=s^2V$ with $s^2=ix$. No current leaves the far edge, hence $V\propto\cosh[s(1-\eta)]$, and $I(0)=-V'(0)/R$ gives $RY=s\tanh s$. With $b=\sqrt{2x}$ one has $s=(1+i)b/2$ and
\begin{equation}
\tanh s=\frac{\sinh b+i\sin b}{\cosh b+\cos b}.
\end{equation}
Define $N=\sinh b+\sin b$ and $D=\cosh b+\cos b$. Then
\begin{equation}
\omega RC_m=\operatorname{Im}(RY)=\frac{bN}{2D}.
\end{equation}
Now $N'=D$ and $D'=\sinh b-\sin b$, so
\begin{equation}
N'D-ND'=D^2-\sinh^2b+\sin^2b=2(1+\cosh b\cos b).
\end{equation}
Since $\omega R\,dC=dx=b\,db$, the slope is
\begin{equation}
\frac{dC_m}{dC}=\frac1b\frac{d}{db}\frac{bN}{2D}
=\frac{ND+2b(1+\cosh b\cos b)}{2bD^2}.
\label{eq:line}
\end{equation}
The identity $D+1+\cosh b\cos b=(1+\cosh b)(1+\cos b)\ge0$ gives $1+\cosh b\cos b\ge-D$. The numerator is therefore at least $D(N-2b)$. The series $N=2(b+b^5/5!+b^9/9!+\dots)$ shows that $N>2b$, and $D>0$, so the slope is positive for every $b>0$. The sign never reverses.

For a total of 2 k$\Omega$ the slope is $+0.567$, against $-0.087$ for the same resistance lumped. At large $x$ it falls as $1/(2\sqrt{2x})$, because the voltage penetrates only a strip near the contact. The total resistance alone therefore does not decide the sign; its place in the circuit matters as well.

Numbers in the example were calculated in double precision.
